# Charge pumping current is not always a count of interface traps

**The argument under review**

An n-channel silicon transistor, 100 µm long and 500 µm wide, has its source, drain and substrate grounded. Its gate is pulsed between accumulation and inversion at 10 kHz with 20 ns edges, and a direct current of 1.28 µA flows through the substrate contact. The argument has three steps. Electrons trapped at the interface during inversion recombine with holes during accumulation, so each pumped trap passes one charge $q$ per cycle. The current is proportional to frequency, as this requires. Dividing by $qfA$ and by the energy window of the traps therefore gives their density, $2.3\times10^{12}$ cm⁻² eV⁻¹.

The first step is sound. The conclusion also needs recombination at traps to be the one process that draws holes from the substrate contact, and proportionality to $f$ does not show that. The device is a model whose trap density is known, so the conclusion can be checked.

**What the contact counts**

In a periodic state all stored charges return after one cycle, and displacement currents average to zero. With leakage neglected, the hole charge entering through the substrate contact equals $q$ times the number of recombination events. Mobile electrons still under the gate when it can no longer hold them enter the substrate. Let $N_s$ be their number per area and $R$ the fraction that recombines there. Then

$$I=qfA\,(N_t+R\,N_s),$$

where $N_t$ is the density of pumped traps. At fixed edge times, and with pulse phases long enough for the channel to fill and the stray electrons to disappear, neither term in the bracket depends on $f$. A linear frequency plot cannot separate them.

**The trap term**

Measure trap energy $E$ from the intrinsic level, and take equal capture cross sections $\sigma$ for electrons and holes. The emission rates are $v\sigma n_i e^{\pm E/kT}$, plus for electrons. Let $V_b=V_T-V_{FB}$ be the voltage between flat band and threshold. The gate crosses it in a time $t_e$, during which emission competes with capture. A trap is pumped if its electron survives the falling edge and its hole survives the rising edge. With $a=v\sigma n_it_e\ll1$ and $\varepsilon=E/kT$, the window is

$$\Delta E=kT\int_{-\infty}^{\infty}e^{-a(e^{\varepsilon}+e^{-\varepsilon})}d\varepsilon\simeq 2kT\int_0^\infty e^{-ae^{\varepsilon}}d\varepsilon=2kT\int_a^\infty\frac{e^{-s}}{s}\,ds .$$

The middle step uses symmetry and drops $ae^{-\varepsilon}$, which is small for $\varepsilon>0$. Integration by parts gives $-e^{-a}\ln a+\int_a^\infty e^{-s}\ln s\,ds$, which tends to $-\ln a-\gamma_E$, with $\gamma_E$ Euler's constant. Hence

$$\Delta E=-2kT\,[\ln(v\sigma n_it_e)+\gamma_E].$$

Here $V_b=1.315$ V and the swing is 4.015 V, so $t_e=20\times1.315/4.015=6.55$ ns. With $v=10^7$ cm/s, $\sigma=10^{-15}$ cm² and $n_i=10^{10}$ cm⁻³, $a=6.55\times10^{-7}$ and $\Delta E=0.706$ eV. The model's trap density is $5\times10^{10}$ cm⁻² eV⁻¹, so $N_t=3.5\times10^{10}$ cm⁻². With $qfA=8.0\times10^{-19}$ A cm², the traps supply 28 nA of the 1280 nA.

**Can the channel empty in time?**

Let $V$ be the gate voltage above flat band, $n$ the electron sheet density, $u=qn/C_{ox}$ and $\phi_t=kT/q$. For a surface potential $\psi$, with the holes following the gate, charge balance reads

$$V=\psi+\Gamma\sqrt{\psi}+u,$$

where $\Gamma=0.528$ V$^{1/2}$ describes the depletion charge. At fixed $V$, differentiation gives $d\psi/du=-1/m$ with $m=1+\Gamma/(2\sqrt\psi)$. Electrons drift towards higher potential, so their flux is

$$J=-\mu\phi_t n_x+\mu n\psi_x=-\mu\left(\phi_t+\frac{u}{m}\right)n_x ,$$

because $n\,u_x=u\,n_x$. Continuity, $n_t=-J_x$, then gives

$$u_t=\mu\,\partial_x\left[\left(\phi_t+\frac um\right)u_x\right].$$

At the source and drain $u=V-V_b$ until threshold, and zero afterwards.

First take $m=1$, empty ends, and repulsion alone ($\phi_t=0$). Inserting $u=S(x)/t$ gives $-S=(\mu/2)(S^2)''$. With $w=S^2$, $w''=-(2/\mu)\sqrt w$. Multiplying by $w'$ and integrating from the centre, where $w'=0$ and $w=w_m$,

$$w'^2=\frac{8}{3\mu}\left(w_m^{3/2}-w^{3/2}\right).$$

Integrating $dx=dw/w'$ over half the channel, with $w=w_mz^{2/3}$,

$$\frac L2=\sqrt{\frac{3\mu}{8}}\;w_m^{1/4}\;\frac23B,\qquad B=\int_0^1 z^{-1/3}(1-z)^{-1/2}dz .$$

Since $S_m=\sqrt{w_m}$, this yields $S_m=3L^2/(2\mu B^2)$. Integrating the equation for $S$ over the channel gives

$$L\bar S=\mu w'(0)=\sqrt{8\mu/3}\;S_m^{3/2},$$

and therefore $\bar S=2S_m/B=3L^2/(\mu B^3)$. The mean charge is

$$\bar u=\frac{cL^2}{\mu t},\qquad c=\frac{3}{B^3}=0.173 .$$

The starting charge is absent. A numerical solution begun from a large uniform charge gave $c=0.174$.

This law means $d\bar u/dt=-\mu\bar u^2/(cL^2)$. Diffusion alone has the slowest mode $\sin(\pi x/L)$, which decays with $\tau=L^2/(\pi^2\mu\phi_t)$. Adding the two rates is an interpolation:

$$\frac{d\bar u}{dt}=-\frac{\bar u}{\tau}-\frac{\mu\bar u^2}{cL^2}.$$

For $y=1/\bar u$ this becomes $dy/dt=y/\tau+\mu/(cL^2)$. Starting from unlimited charge, $y(0)=0$, and using $\mu\tau/L^2=1/(\pi^2\phi_t)$,

$$\bar u(t)=\frac{c\pi^2\phi_t}{e^{t/\tau}-1}.$$

At five times between $0.1\tau$ and $3\tau$ it exceeded the full equation by 0.5 to 8 percent.

For $L=100$ µm and $\mu=500$ cm²/Vs, $\tau=784$ ns, far longer than the 6.55 ns available. The formula returns 5.3 V, more than the 1.5 V of charge the channel ever held, so its assumption of unlimited starting charge fails here. Solving the full equation over the ramp, with $m=1$ and electrons released at $\psi=0$, strands $2.1\times10^{12}$ of the initial $3.2\times10^{12}$ cm⁻²: this channel does not empty through its ends in time. For $L=10$ µm, $\tau=7.84$ ns and

$$\bar u=\frac{0.0442\ \text{V}}{e^{0.835}-1}=0.034\ \text{V},$$

or $7\times10^{10}$ cm⁻². The full ramp, with $m=1$ and electrons released at $\psi=0$, strands $4.6\times10^{10}$ cm⁻². The estimate is higher here, as may be expected from its unlimited charge at threshold.

**When do electrons leave downwards?**

They escape before $\psi$ reaches zero. If electrons alone set the surface field, their layer has effective thickness $\lambda=2\epsilon_s\phi_t/(qn)$ and surface density $n/\lambda$. Behind a barrier $\psi_b$ the density is $(n/\lambda)e^{-\psi_b/\phi_t}$. Held for a time $t$, it sends $\sqrt{4D_bt/\pi}$ times itself into the substrate, where $D_b$ is the bulk diffusivity. Setting this equal to $n$ gives

$$\psi_b=\phi_t\ln\frac{\sqrt{4D_bt/\pi}}{\lambda}.$$

With $t=t_e$ and the full channel charge this is 0.215 V for 20 ns edges. Spilling then starts where $V=u+\psi_b+\Gamma\sqrt{\psi_b}$, which is 0.46 V earlier than in the simple model. Including this and the factor $m$ raises the stranded density from $2.1$ to $2.4\times10^{12}$ cm⁻² at 100 µm, and doubles it to $9.6\times10^{10}$ cm⁻² at 10 µm. The refined values are used below.

**Do the stranded electrons recombine?**

Not all of them: some diffuse back to the source and drain, which collect them without drawing holes from the substrate contact. Let $p$ be the probability that a junction collects an electron before it recombines. With lengths in units of the diffusion length $L_n$, $\nabla^2p=p$. On the junction $p=1$; under the accumulated gate, which repels electrons, $\partial_yp=0$. For one junction at $x<0$ and a long gate at $x>0$, with depth $y$, define $\xi,\eta\ge0$ by $x=\xi^2-\eta^2$, $y=2\xi\eta$, and try

$$p=\tfrac12\left[e^{-y}\,\mathrm{erfc}(\xi-\eta)+e^{y}\,\mathrm{erfc}(\xi+\eta)\right].$$

Write $\alpha=\xi-\eta$ and $r=\xi^2+\eta^2$. Then $\nabla^2\alpha=0$, $|\nabla\alpha|^2=1/(2r)$ and $\alpha_y=-\alpha/(2r)$. For $e^{-y}g(\alpha)$ the equation becomes $g''+2\alpha g'=0$, which erfc satisfies. The second term works the same way with $\xi+\eta$, whose $y$-derivative is $+(\xi+\eta)/(2r)$. On the junction $\xi=0$, and the two erfc terms add to 2, so $p=1$. On the gate $\eta=0$, the two $y$-derivatives cancel, and

$$p=\mathrm{erfc}\sqrt{x/L_n}.$$

For a lifetime $\tau_n=1$ µs, $L_n=45$ µm, so the junctions matter even at 100 µm. Solving the same diffusion problem with both junctions, and averaging over the places where electrons spill, gives $R=0.65$ at 100 µm and 0.05 at 5 µm.

The next inversion pulse could also recapture electrons. After a low phase $t_{low}=b\tau_n$, a fraction $e^{-b}$ survives, with depth distribution $e^{-z^2/4b}/\sqrt{\pi b}$. An absorbing surface collects an electron from depth $z$ with probability $e^{-z}$. Since $z^2/4b+z=(z+2b)^2/4b-b$, the recaptured fraction is at most

$$\int_0^\infty \frac{e^{-(z+2b)^2/4b}}{\sqrt{\pi b}}\,dz=\mathrm{erfc}\sqrt b ,$$

a ceiling because the surface is taken to absorb from then on. It is negligible at 10 kHz. At 1 MHz with a 0.5 µs low phase it is 0.32, and strict proportionality to $f$ may then fail.

**The current, reassigned**

At 100 µm, $RN_s=0.652\times2.39\times10^{12}=1.56\times10^{12}$ cm⁻², which supplies 1250 nA, or 98 percent of the total. The inferred trap density is 45 times too large. With 20 ns edges held fixed, the length decides:

| $L$ (µm) | traps (nA) | stranded (nA) | inferred density (cm⁻² eV⁻¹) |
|---|---|---|---|
| 5 | 1.4 | 0.02 | $5.1\times10^{10}$ |
| 10 | 2.8 | 0.7 | $6.3\times10^{10}$ |
| 20 | 5.7 | 12 | $1.6\times10^{11}$ |
| 100 | 28 | 1250 | $2.3\times10^{12}$ |

The model takes the trap current per area as independent of length; the other part is not. (Electrons that linger on the falling edge and arrive late on the rising edge in fact change the trap term by several percent, about 8 percent at 100 µm.) Short channels are protected twice, by faster emptying and, when source and drain are long, by nearby junctions. At 20 µm the stranded density is $4.1\times10^{11}$ cm⁻², over ten times $N_t$, yet with $R=0.19$ its current is about twice that of the traps.

The second diagnosis keeps $L=100$ µm and slows both edges. From 20 ns to 20 µs the trap current halves, from 28 to 14 nA, through the logarithm in $\Delta E$. The stranded part falls from 1250 to 0.29 nA, and the inferred density returns to $5.1\times10^{10}$ cm⁻² eV⁻¹. At 5 µs the two currents are comparable, 16.9 and 15.5 nA in this model.

**How far this carries to real devices**

The 10 nm oxide, $10^{17}$ cm⁻³ doping and mobilities are round values, roughly typical of silicon test transistors. The threshold is taken as sharp, which overstates the full channel charge by about 15 percent and omits the small charge present at and below threshold; a smooth threshold lowers the stranded current at 100 µm from 1250 to about 1090 nA. Emission is taken to last for all of $t_e$, which makes the trap window too narrow at slow edges, by about 5 percent at 5 µs and 8 percent at 20 µs. Lifetime varies widely between wafers. A shorter one can raise the stranded current at 100 µm by a factor of at most $1/0.652=1.5$, while a longer one lowers it: at 10 µs, $R$ is 0.28. The source and drain are taken as several $L_n$ long; smaller ones collect less and raise $R$. For junctions 2 µm long, $R$ is 0.17 at $L=5$ µm, 0.27 at 10 µm, 0.40 at 20 µm and 0.79 at 100 µm. A junction beneath a well would collect electrons too and lower $R$; that is not included.

The release criterion matters most when little charge is left: at 100 µm and 20 µs edges the simple model strands $1.1\times10^7$ cm⁻² and the refined one $5.4\times10^8$. The barrier was computed for a full channel; a nearly empty one spills at a lower barrier, so the refined model tends to overstate small residues. They are therefore rough: letting the electrons escape continuously over the barrier leaves the 100 µm, 20 ns value unchanged but gives $8.6\times10^{10}$ cm⁻² at 10 µm, $5.9\times10^{9}$ at 5 µm and $2.8\times10^{8}$ at 20 µs edges. The lateral field scale, 300 V/cm at 100 µm, reaches 6000 V/cm at 5 µm, where constant mobility is less secure. In inversion the oxide field is 2 MV/cm, so the 10 nm oxide drops 2 V. This is less than its 3.1 eV barrier for electrons, which must therefore tunnel through the whole thickness. The exponent printed below, 122, is for a complete triangular barrier; the truncated barrier gives $122\,[1-(1-1.98/3.1)^{3/2}]\approx96$. Gate tunnelling therefore does not explain the excess.

**Recommendation**

The trap density should not be accepted from this measurement. The current should be repeated with slower edges, at a frequency low enough to fit them, and on shorter channels of the same process. If leakage is negligible and the trap density is nearly uniform in energy, the value inferred with the appropriate $\Delta E$ should stop changing with both, to within the roughly 10 percent error of the formula for $\Delta E$, and can then be quoted. In real silicon the trap density usually varies with energy, so the inferred mean can still drift with edge time as $\Delta E$ changes. Agreement between different lengths at the same edge time is then the clearer sign that few stranded electrons are being counted. The numerical output below lists the intermediate edge times and lengths.

## Computed values

```
temperature 300 K, kT/q 25.85 mV
oxide 10 nm, C_ox 0.3453 uF/cm2
doping 1.0e+17 cm-3, n_i 1.0e+10 cm-3
channel mobility 500, bulk 800 cm2/Vs
electron lifetime 1.0 us, diffusion length 45.5 um
frequency 10 kHz, width 500 um
true D_it 5.0e+10 cm-2 eV-1
capture section 1.0e-15 cm2, thermal speed 1.0e+07 cm/s
strong-inversion surface potential 0.833 V
body coefficient 0.528 V^0.5
V_T - V_FB 1.315 V, overdrive 1.50 V
base below flat band 1.20 V, swing 4.015 V
full inversion density 3.233e+12 cm-2
window V_T to V_FB at 20 ns edge 6.55 ns
diffusion time, L=10 um: 7.84 ns
diffusion time, L=100 um: 783.86 ns
drift constant c: formula 0.17325, equation 0.17414
estimate/full equation: 1.005 to 1.076
trap window at 20 ns: formula 0.7063 eV, integral 0.7063 eV
trap window at 20 us: 0.3492 eV
largest error of erfc collection law 0.0007
escape barrier: 20 ns 0.215 V, 20 us 0.304 V
20 ns edges; L (um) | spill simple, refined (cm-2) | R | I_trap, I_geo (nA) | D_app
    5 | 1.98e+09 8.32e+09 | 0.048 | 1.41 0.0161 | 5.06e+10
   10 | 4.60e+10 9.60e+10 | 0.096 | 2.83 0.738 | 6.31e+10
   20 | 2.35e+11 4.05e+11 | 0.189 | 5.66 12.2 | 1.58e+11
   50 | 1.08e+12 1.56e+12 | 0.425 | 14.1 266 | 9.91e+11
  100 | 2.06e+12 2.39e+12 | 0.652 | 28.3 1.25e+03 | 2.25e+12
L = 100 um; edge (us) | spill simple, refined (cm-2) | R | I_trap, I_geo (nA) | D_app
 0.02 | 2.06e+12 2.39e+12 | 0.652 | 28.3 1.25e+03 | 2.25e+12
 0.20 | 5.39e+11 8.89e+11 | 0.669 | 23.5 476 | 1.06e+12
 1.00 | 1.13e+11 2.23e+11 | 0.660 | 20.2 118 | 3.43e+11
 5.00 | 8.12e+09 2.93e+10 | 0.659 | 16.9 15.5 | 9.59e+10
20.00 | 1.06e+07 5.43e+08 | 0.659 | 14 0.287 | 5.10e+10
D_app is the apparent trap density in cm-2 eV-1
geometric share, 100 um: 20 ns 97.8 %, 20 us 2.01 %
apparent/true D_it, 100 um, 20 ns: 45.1
oxide field in inversion 1.98 MV/cm
tunnelling exponent (3.1 eV, 0.42 m_e) 122
degeneracy factor on D/mobility at full density 1.45
injected/doping density after the 20 ns-edge window 0.037
mean lateral field scale: 5 um 6000, 100 um 300 V/cm
recapture ceiling at 1 MHz (0.5 us low) 0.317
recapture ceiling in the example 9.5e-15
```
